# Odd rings in projected MoS2 require a homoelemental bond

## A pentagon and a square

Take a ring of five sites, each to be filled with Mo or S, and try to give every Mo only S neighbours in the ring and every S only Mo neighbours. Start with Mo. The next site must be S, the third Mo, the fourth S and the fifth Mo. The fifth site is bonded to the first, which is also Mo, so the ring closes with a Mo–Mo bond. Starting with S gives an S–S bond instead. Each step was forced, so no other filling can succeed.

In a square the same walk gives Mo, S, Mo, S. The fourth site is S, its neighbour across the closing bond is Mo, and nothing goes wrong. An octagon closes in the same way after eight steps.

What matters is whether the number of steps is odd or even. The two derivations below turn this into a statement about every filling of every ring, including fillings that have several bonds between like atoms.

## What is being coloured

A monolayer of MoS2 has a plane of Mo atoms between two planes of S atoms. In the perfect sheet the S atoms lie in pairs, one directly above the other. Seen along the normal, each pair appears as one site, called an S column. The projected network has

- a vertex for each Mo atom and for each S column;
- an edge for each pair of neighbouring vertices that are counted as bonded.

An edge is *homoelemental* if it joins Mo to Mo or S to S, and *heteroelemental* if it joins Mo to S. The two S atoms within one column form a single vertex, so their vertical separation is not an edge. Colouring a vertex means choosing its element.

A ring is a closed path of $n\ge 3$ different vertices. It has $n$ edges, of which $h$ are homoelemental. The result to be proved is

$$h \equiv n \pmod 2 , \qquad (1)$$

together with the statement that $h=0$ can be reached for every even $n$. If $n$ is odd, then $h$ is odd and therefore at least 1.

## First derivation: a product of signs

Number the vertices $1,\dots,n$ in order around the ring, with vertex $n+1$ the same as vertex 1. Let $s_i=+1$ if vertex $i$ is Mo and $s_i=-1$ if it is S. The product of the signs at the two ends of an edge tells its kind:

$$s_i s_{i+1}=\begin{cases}+1 & \text{homoelemental}\\ -1 & \text{heteroelemental.}\end{cases}$$

Now multiply these products over all edges of the ring,

$$P=(s_1s_2)(s_2s_3)\cdots(s_{n-1}s_n)(s_ns_1).$$

Each vertex belongs to two edges of the ring, so each sign occurs twice:

$$P=s_1^2s_2^2\cdots s_n^2=1,$$

because the square of either sign is 1. The same product can be evaluated edge by edge. The $h$ homoelemental edges contribute $+1$ each and the $n-h$ heteroelemental edges contribute $-1$ each, so

$$P=(+1)^h(-1)^{n-h}=(-1)^{n-h}.$$

Equating the two values gives $(-1)^{n-h}=1$. Hence $n-h$ is even, which is equation (1).

For even $n$, set $s_i=(-1)^{i+1}$. Successive signs are opposite. At the closing edge $s_n=(-1)^{n+1}=-1$ and $s_1=+1$, which are also opposite. Thus $h=0$ is reached, and in particular it is reached for $n=4$ and $n=8$.

The signs also give the number of colourings. Choose which $h$ edges are homoelemental and choose the element of vertex 1. Every other vertex then follows by walking round the ring, and the walk closes consistently if $n-h$ is even. The number of colourings with $h$ homoelemental edges is therefore

$$N(n,h)=2\binom{n}{h}\quad\text{for } n-h \text{ even},\qquad N(n,h)=0\quad\text{otherwise.}$$

For the square this gives $2$, $12$ and $2$ colourings with $h=0$, $2$ and $4$, which add up to $2^4=16$. So a four-membered ring can avoid a homoelemental edge, but it need not. Full enumeration of all colourings for $n=3$ to $10$ agrees with this formula; part of it appears in the numerical output below.

## Second derivation: counting bond ends

This argument uses no signs and no order around the ring. Let the ring contain $n_{\rm Mo}$ Mo vertices and $n_{\rm S}$ S vertices. Let $p$ be the number of Mo–Mo edges, $q$ the number of S–S edges and $x$ the number of Mo–S edges. Then

$$n=n_{\rm Mo}+n_{\rm S}=p+q+x,\qquad h=p+q.$$

Count the edge ends that sit on Mo. Each Mo vertex has two ring edges, so there are $2n_{\rm Mo}$ such ends. Each Mo–Mo edge supplies two of them, each Mo–S edge supplies one, and an S–S edge supplies none:

$$2n_{\rm Mo}=2p+x. \qquad (2)$$

The same count for S gives

$$2n_{\rm S}=2q+x. \qquad (3)$$

Equation (2) can be written $x=2(n_{\rm Mo}-p)$, so the number of heteroelemental edges is even. Since $h=n-x$, the numbers $h$ and $n$ have the same parity, which is again equation (1).

For even $n$, alternating Mo and S makes all $n$ edges heteroelemental. Then $p=q=0$, and the minimum $h=0$ is reached.

Subtracting (3) from (2) and dividing by two gives something the first derivation did not show:

$$n_{\rm Mo}-n_{\rm S}=p-q. \qquad (4)$$

A ring without homoelemental edges holds equal numbers of Mo vertices and S columns: two and two in a square, four and four in an octagon. A pentagon whose one homoelemental edge is Mo–Mo has three Mo vertices and two S columns. If that edge is S–S, the numbers are exchanged.

## What each derivation assumes

Both derivations need a closed ring, a fixed list of bonds, and vertices of two kinds. Neither uses bond lengths, angles, charges or energies, and neither requires the ring to be flat. The result says which bonds a given connectivity must contain. It does not say whether that connectivity is stable.

The sign argument follows the ring in order. It still holds for a closed walk that visits a vertex more than once, because each visit contributes that vertex's sign twice. It records whether an edge joins like or unlike atoms, but not which element a homoelemental edge joins.

The counting argument ignores the order. It needs only that each vertex has two edge ends in the set being counted, so it applies at once to several separate rings taken together. It keeps the elements apart, and this is why it yields the balance (4).

Both fail if there are three kinds of vertex and "homoelemental" keeps its literal meaning. A triangle of Mo, S and Se has three edges between different elements and no homoelemental edge. In the first derivation, two signs can no longer distinguish all three elements. In the second, the S–Se edge has no end on Mo, so the $x$ in equation (2) no longer counts all edges between unlike elements. If S and Se are grouped as chalcogens, there are again two classes, and both proofs hold for edges within a class.

An odd ring can also be removed by not counting one of its bonds. Deleting the edge shared by a pentagon and a heptagon leaves a single ring of $5+7-2=10$ edges, which can be coloured without a homoelemental edge. The bond list therefore has to be settled before the theorem is applied.

## Rings that share edges

From here on, the rings of a network are its faces, that is, the closed paths with no vertices or edges inside them. Other closed paths are called loops. Equation (1) holds for both, but only the faces are counted as rings. In a planar network an edge borders at most two rings, so one homoelemental edge can serve at most two odd rings. If $N_{\rm odd}$ is the number of odd rings, the total number $H$ of homoelemental edges satisfies

$$H\ge \tfrac12 N_{\rm odd}.$$

For a pentagon and a heptagon sharing one edge, the bound is 1. A single homoelemental edge has to lie in both rings, so it must be the shared one. It can be Mo–Mo or S–S, which gives the two colourings found by enumeration. For a fused pentagon and hexagon the minimum is also 1, but the shared edge is now excluded, because the hexagon would then have an odd number of homoelemental edges. The edge must be one of the pentagon's other four, and with the exchange of elements this gives the eight colourings found. A fused square and octagon need none. The bound is not always reached. If a pentagon is surrounded by five hexagons, each of its edges lies in a hexagon, and that hexagon then needs a second homoelemental edge; the minimum for this patch is 2, although the bound asks only for 1.

Rotating one bond of the honeycomb by 90 degrees turns four hexagons into two pentagons and two heptagons. The bound is $4/2=2$, and enumeration of the 16-vertex patch gives a minimum of 2. If every atom keeps its element during the rotation, the result is one Mo–Mo and one S–S edge.

Even rings do not guarantee the absence of such edges. Replace one S column of the perfect sheet by Mo. Its three edges all become Mo–Mo, and each of the three hexagons around it has two of them. The number is even, as equation (1) requires, but it is not zero.

## From one ring to a sheet

Suppose that a connected patch has no holes, meaning that every area it encloses is filled by rings, and that all its rings are even. Can the whole patch be coloured at once? Consider a simple closed loop of length $L$ in the patch, and let the rings inside it have lengths $n_f$. In the sum of these lengths, each edge of the loop is counted once and each of the $E_{\rm in}$ edges inside the loop is counted twice:

$$\sum_f n_f=L+2E_{\rm in}.$$

The left side is even, so $L$ is even. Now colour each vertex by the parity of the number of steps from a chosen starting atom. A conflict would require two routes of different parity to the same vertex, and together they would form a closed walk of odd length. Cut such a walk in two wherever it revisits a vertex; one of the two pieces is again odd. Repeating this ends in a simple odd loop, since a step out and back has length two. No simple odd loop exists, so the colouring succeeds and $H=0$ is possible.

## A 4|8 line defect in MoS2

As inputs for the example, choose a lattice constant $a=3.16$ Å and a height $z=1.56$ Å of the S atoms above the Mo plane. They are close to the values for MoS2, but their last digits are a choice made for the arithmetic, not measured data. In the honeycomb projection, neighbouring vertices are separated by

$$d=\frac{a}{\sqrt3}=\frac{3.16}{1.732}=1.824\ \text{Å},$$

and the Mo–S bond length in three dimensions is

$$\sqrt{d^2+z^2}=\sqrt{1.824^2+1.56^2}=2.40\ \text{Å}.$$

Let two armchair edges face each other and join them atom to atom with edges of projected length $d$. Each pair of atoms on one edge meets a pair on the other and forms a square. The gap between successive squares is an octagon. The pattern repeats every $\sqrt3\,a=5.47$ Å, or 0.547 nm, along the line.

A patch of 80 vertices and 104 edges built in this way contains 5 squares, 16 hexagons and 4 octagons. All 25 rings are even. Colouring outward from one Mo atom reaches every vertex without a conflict, and the number of homoelemental edges is zero.

The colouring also shows what kind of boundary this is. The patch consists of rows of horizontal Mo–S pairs. Across an ordinary honeycomb junction, the right atom of one pair is bonded to the left atom of a pair in the next row. Bonded atoms differ, so the left atoms of both rows are the same element. At the defect, left is bonded to left, and the element on the left changes. In the patch, rows 1 to 4 have Mo on the left and rows 5 to 8 have S. The direction from Mo to S is reversed, which is a rotation of the lattice by 180 degrees. Because the lattice has threefold symmetry, this is equivalent to a rotation by 60 degrees.

This has a consequence for periodic cells. Going once round a cell across its boundaries, the element on the left changes at each boundary and must return to its initial value. One such boundary makes this impossible without a homoelemental edge, although all rings are even. Two boundaries allow it. The argument for the patch does not apply here, because a loop that wraps round the cell does not enclose a set of rings. Colouring the two periodic cells confirms both cases.

## The model beside the real material

Electron microscopy of monolayer MoS2 does show grain boundaries with four-, five-, seven- and eight-membered rings, so the question is a practical one. The perfect-sheet lengths used here are typical. The unrelaxed square is not, and it puts the assumption of a fixed bond list under strain. Its diagonals, one Mo–Mo and one S–S, are both $\sqrt2\,d=2.58$ Å long, against 3.16 Å between like neighbours in the perfect sheet. If the Mo–Mo diagonal is counted as a bond, the square becomes two triangles sharing a homoelemental edge. The count then rises from zero to one per repeat of 0.547 nm. If the S–S diagonal is counted as well, it rises to two.

Relaxation changes these distances. With the four sides held at $d$, the square can deform into a rhombus, whose diagonals bisect each other at right angles, so that $d_{\rm MoMo}^2+d_{\rm SS}^2=4d^2$. Opening the Mo–Mo diagonal to $a=\sqrt3\,d$ leaves

$$d_{\rm SS}=\sqrt{4d^2-3d^2}=d=1.82\ \text{Å}.$$

One like-atom distance is relieved at the expense of the other, which is now as short as a projected Mo–S edge. A distance cutoff could no longer separate the two, so this rhombus illustrates the trade-off and is not a proposed structure. The true shape, in which the sides may also change, needs an electronic-structure calculation that is not made here.

In projection, thermal motion blurs the distinction between edges and non-edges less than this deformation does. In the unrelaxed patch the closest non-edge is the diagonal of the square. A cutoff on projected distances halfway between it and an edge leaves a margin of $(2.580-1.824)/2=0.378$ Å on either side. Treat each atom as an independent oscillator of mass $M$ and frequency $\omega$, in atomic units and with $T$ standing for the thermal energy. Its mean energy is $\tfrac{\omega}{2}\coth\frac{\omega}{2T}$, and half of this is the potential energy $\tfrac12M\omega^2\langle u^2\rangle$, so

$$\langle u^2\rangle=\frac{1}{2M\omega}\coth\frac{\omega}{2T}.$$

At 300 K, with a rough oscillator energy of 0.030 eV, the root-mean-square displacement of an S atom along one axis is 0.065 Å. For two independent S atoms the relative displacement is $\sqrt2$ times larger, 0.091 Å. The margin is about four times this value. The ratio depends on the rough oscillator energy: with 0.020 eV it would be about three. The estimate leaves out correlated motion and the relaxation of the square. It also holds only for projected distances. In three dimensions the Mo–S bond is 2.40 Å long while the diagonals, which join atoms at equal height, remain 2.58 Å, so a single cutoff on true distances leaves a margin of only $(2.58-2.40)/2=0.09$ Å, about equal to the thermal displacement.

Sample tilt affects the reading of an image, not the bonds. A tilt of 5 degrees separates the two S atoms of a column in projection by $2z\sin5^\circ=0.27$ Å. At about 7 degrees the separation equals the margin of 0.378 Å. The upper S atom of one column and the lower S atom of a neighbouring column can then appear closer together than the untilted columns by about the whole margin, so treating a column as one point is no longer safe by this measure.

## Computed results

```
Single rings, all colourings enumerated:
 n=4: colourings 16, least h 0, with h=0: 2
 n=4: with h=2: 12, with h=4: 2
 n=5: colourings 32, least h 1, with h=0: 0
 n=6: colourings 64, least h 0, with h=0: 2
 n=7: colourings 128, least h 1, with h=0: 0
 n=8: colourings 256, least h 0, with h=0: 2
Fused pairs, least number of homoelemental edges:
 5|7: 1 (colourings reaching it: 2)
 4|8: 0 (colourings reaching it: 2)
 5|6: 1 (colourings reaching it: 8)
 3|3: 1 (colourings reaching it: 2)
Rotated bond: rings [5, 5, 7, 7], least homoelemental edges 2
 colourings reaching it: 4
 atoms kept in place of element: Mo-Mo 1, S-S 1
Antisite: 3 hexagons with 2 homoelemental edges each
4|8 line defect in MoS2, open patch:
 lattice constant 3.16 A (rough), S height 1.56 A (rough)
 projected edge 1.824 A, Mo-S bond 2.400 A
 vertices 80, edges 104, rings 25
 squares 5, hexagons 16, octagons 4
 homoelemental edges 0
 colour of left atom in rows 1 to 8: [1, 1, 1, 1, -1, -1, -1, -1]
 repeat length along defect 5.473 A = 0.5473 nm
Periodic cells with 4|8 boundaries:
 boundaries 1: all rings even, colouring without homoelemental edge: False
 boundaries 2: all rings even, colouring without homoelemental edge: True
Neglected effects:
 Mo-Mo diagonal of unrelaxed square 2.580 A (perfect sheet 3.16 A)
 S-S column distance if Mo-Mo opens to 3.16 A: 1.824 A
 margin, half of (closest non-edge minus edge): 0.378 A
 temperature 300 K, kT 0.0259 eV, oscillator energy 0.030 eV (rough)
 rms displacement per axis: S 0.0645 A, Mo 0.0373 A
 rms S-S relative displacement 0.0912 A, margin/rms 4.14
 tilt 5.0 deg splits an S column by 0.272 A
 tilt at which the split equals the margin: 6.96 deg
```
